Suppose that a conductor lets electrons through at one energy and at no other. Let \(w\) be that energy measured from the chemical potential \(\mu\), with \(w>0\). If \(\mu\) is uniform and one end is warmer, the level is occupied more often at the warm end, so electrons diffuse towards the cold end and each carries the heat \(w\). Now disconnect the ends. Charge collects until a voltage stops the electron current. Every electron carries the same heat, so when the net number crossing a section vanishes, the heat vanishes too. The conductor that carried heat when its ends were connected has zero electronic thermal conductivity when they are not.

Two energies \(w_1\) and \(w_2\) show what can remain. Use atomic units, in which the electron has charge \(-1\), and keep Boltzmann's constant \(k_B\) explicit. Let \(\mathcal E\) be the effective electric field, which pushes electrons backwards, and let \(a_i>0\) be the conductivity of channel \(i\). The particle currents are

\[
N_i=a_i\left[-\mathcal E+\frac{w_i}{T}(-\nabla T)\right].
\]

The factor \(w_i/T\) arises because the occupation depends on \(w_i/k_BT\); it is derived below. With \(\mathcal E=0\) the heat current is

\[
Q=\sum_i w_iN_i=\frac{a_1w_1^2+a_2w_2^2}{T}(-\nabla T).
\]

Setting \(N_1+N_2=0\) instead requires \(\mathcal E=(\bar w/T)(-\nabla T)\), where \(\bar w=(a_1w_1+a_2w_2)/(a_1+a_2)\). Then \(N_i=a_i(w_i-\bar w)(-\nabla T)/T\). Since \(w_1-\bar w=a_2(w_1-w_2)/(a_1+a_2)\), the two currents are opposite, and

\[
Q=N_1(w_1-w_2)=\frac{a_1a_2}{a_1+a_2}\,\frac{(w_1-w_2)^2}{T}(-\nabla T).
\]

Hot electrons go one way and cold electrons return. This internal counterflow carries heat without net charge, so heat still flows in the open circuit. What disappears is the heat carried by the net current.

For a general conductor in linear response, write the electric current density \(J\) and heat current density \(Q\) as

\[
J=K_{11}\mathcal E+K_{12}(-\nabla T),\qquad
Q=K_{21}\mathcal E+K_{22}(-\nabla T).
\]

Here \(\mathcal E=E+\nabla\mu\), with \(E\) the electric field and \(\mu\) measured from the local band edge. It is the gradient of the electrochemical potential \(\mu-\phi\), because \(E=-\nabla\phi\). The heat current is the energy current minus \(\mu\) times the particle current. The state is steady, there is no magnetic field, and the gradients lie along a principal axis, so the coefficients are numbers.

With the circuit open, \(J=0\). Since \(K_{11}>0\), the first equation gives

\[
\mathcal E=-\frac{K_{12}}{K_{11}}(-\nabla T)=S\nabla T,\qquad S=\frac{K_{12}}{K_{11}},
\]

which defines the Seebeck coefficient \(S\). Inserting this field into the second equation yields

\[
Q=\kappa(-\nabla T),\qquad
\kappa=K_{22}-\frac{K_{12}K_{21}}{K_{11}} .
\]

This is the thermal conductivity measured without electric current. The coefficient \(K_{22}\) is the conductivity at \(\mathcal E=0\), the condition in a leg whose ends are joined by an ideal conductor with no Seebeck coefficient of its own. The elimination uses linearity and \(K_{11}>0\), and no model of scattering. If the coefficients are tensors and every component of \(J\) vanishes, the same two lines give \(K_{22}-K_{21}K_{11}^{-1}K_{12}\), in that order.

The subtracted term can be identified by leaving \(J\) free. The first equation gives \(\mathcal E=[J-K_{12}(-\nabla T)]/K_{11}\), and the second becomes

\[
Q=\Pi J+\kappa(-\nabla T),\qquad \Pi=\frac{K_{21}}{K_{11}} .
\]

The Peltier coefficient \(\Pi\) is the heat carried per unit of net charge when the temperature is uniform. In the shorted leg \(J=K_{12}(-\nabla T)\), so \(\Pi J=(K_{21}K_{12}/K_{11})(-\nabla T)\), which is the subtracted term. The difference between \(K_{22}\) and \(\kappa\) is therefore the Peltier heat of the current that circulates through the leg and its external connection.

The coefficients follow from the Boltzmann equation if scattering relaxes the distribution towards local equilibrium at a rate \(1/\tau(\varepsilon)\) that depends on energy alone. For an electron of velocity \(v\), wave vector \(k\) and band energy \(\varepsilon\), the force is \(-E\), and in the steady state

\[
v\cdot\nabla f-E\cdot\nabla_k f=-\frac{\delta f}{\tau},\qquad
f_0=\frac{1}{e^{(\varepsilon-\mu)/k_BT}+1},
\]

with \(\delta f=f-f_0\). To first order in the gradients, \(f_0\) replaces \(f\) on the left. Its argument \(u=(\varepsilon-\mu)/k_BT\) varies in space as

\[
\nabla u=-\frac{1}{k_BT}\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right].
\]

Let \(f_0'\) denote \(\partial f_0/\partial\varepsilon=(1/k_BT)\,df_0/du\). Then

\[
\nabla f_0=(-f_0')\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right],\qquad
\nabla_kf_0=f_0'\,v .
\]

The field term is \(-E\cdot v f_0'=(-f_0')\,v\cdot E\), which has the same form as the \(\nabla\mu\) term. The two combine into \(\mathcal E\):

\[
\delta f=-\tau(-f_0')\,v\cdot\left[\mathcal E+\frac{\varepsilon-\mu}{T}\nabla T\right].
\]

To obtain currents, sum over states. Let \(g(\varepsilon)\) be the density of states per volume, spin included. In an isotropic band the average of \(v_x^2\) at fixed energy is \(v^2/3\), so the sums contain the transport function \(\Sigma=g v^2\tau/3\). Define

\[
L_n=\int\Sigma(\varepsilon)(\varepsilon-\mu)^n(-f_0')\,d\varepsilon .
\]

The electric current has a factor \(-1\) from the charge, which cancels the minus sign in \(\delta f\). The heat current has the factor \(\varepsilon-\mu\) instead. Therefore

\[
J=L_0\mathcal E+\frac{L_1}{T}\nabla T,\qquad
Q=-L_1\mathcal E-\frac{L_2}{T}\nabla T,
\]

and comparison with the definitions gives

\[
K_{11}=L_0,\quad K_{12}=-\frac{L_1}{T},\quad K_{21}=-L_1,\quad K_{22}=\frac{L_2}{T}.
\]

The conductivity is \(\sigma=K_{11}\). The relation \(K_{21}=TK_{12}\) makes \(\Pi=TS\), and the subtracted term equals \(TS^2\sigma\). It is never negative here, whatever the sign of the carriers. Substitution also gives

\[
\kappa=\frac1T\left(L_2-\frac{L_1^2}{L_0}\right)
=\frac{L_0}{T}\left[\langle(\varepsilon-\mu)^2\rangle-\langle\varepsilon-\mu\rangle^2\right],
\]

where \(\langle\cdots\rangle\) is the average with weight \(\Sigma(-f_0')/L_0\). The bracket is the variance of the energy of the conducting electrons. A variance is non-negative and, for a given weight, depends only on the spread of the energies about their mean, not on how far that mean lies from \(\mu\), whereas \(K_{22}\) contains the mean square distance from \(\mu\). The conductor with one energy has zero variance. The one with two energies has the variance \(a_1a_2(w_1-w_2)^2/(a_1+a_2)^2\), and multiplying it by \(L_0/T=(a_1+a_2)/T\) gives the coefficient found at the start.

The counterflow can be resolved in energy. At \(J=0\) the field is \(\mathcal E=-(\langle\varepsilon\rangle-\mu)\nabla T/T\), because \(S=-L_1/(TL_0)\). The particle current per unit energy is then

\[
n(\varepsilon)=\Sigma(-f_0')\,\frac{\varepsilon-\langle\varepsilon\rangle}{T}(-\nabla T).
\]

Electrons above the mean energy \(\langle\varepsilon\rangle\) flow towards the cold end, and electrons below it flow back.

For a worked case, take \(N_v\) equal parabolic valleys of mass \(m\), with energies measured from the band edge. Acoustic phonons, when their energy is small beside \(k_BT\), scatter electrons at a rate proportional to the density of final states, hence to \(\sqrt\varepsilon\). The speed is also proportional to \(\sqrt\varepsilon\), so the mean free path \(\lambda=v\tau\) is independent of energy. With

\[
g=\frac{N_vm^{3/2}\sqrt{2\varepsilon}}{\pi^2},\qquad v=\sqrt{\frac{2\varepsilon}{m}},
\]

the transport function is

\[
\Sigma=\frac{gv\lambda}{3}=\frac{2N_vm\lambda}{3\pi^2}\,\varepsilon .
\]

Put \(x=\varepsilon/k_BT\) and \(\eta=\mu/k_BT\), and define \(F_j(\eta)=\int_0^\infty x^j\,dx/(e^{x-\eta}+1)\). For \(p\ge1\), integration by parts gives

\[
\int_0^\infty x^p\left(-\frac{df_0}{dx}\right)dx=pF_{p-1}(\eta),
\]

since the boundary terms vanish. The weight contains one factor \(x\), so the normalizing integral is \(F_0=\ln(1+e^\eta)\), and

\[
\langle x\rangle=\frac{2F_1}{F_0},\qquad \langle x^2\rangle=\frac{3F_2}{F_0}.
\]

Restoring the elementary charge \(e\) for use with laboratory units,

\[
S=-\frac{k_B}{e}\left(\frac{2F_1}{F_0}-\eta\right),\qquad
\frac{\kappa}{\sigma T}=\left(\frac{k_B}{e}\right)^2\left[\frac{3F_2}{F_0}-\frac{4F_1^2}{F_0^2}\right].
\]

The second ratio is the Lorenz number.

In a dilute band \(\eta\) is large and negative, and \(-df_0/dx\) becomes \(e^{\eta-x}\). The weight is \(xe^{-x}\), so \(\langle x\rangle=2\), \(\langle x^2\rangle=6\) and the variance is \(2\). The two conductivities are

\[
\frac{\kappa}{\sigma T}=2\left(\frac{k_B}{e}\right)^2,\qquad
\frac{K_{22}}{\sigma T}=\left[2+(2-\eta)^2\right]\left(\frac{k_B}{e}\right)^2 .
\]

As the band empties, \(\mu\) moves away from it, each electron carries more heat relative to \(\mu\), and nearly all of \(K_{22}\) is Peltier heat. This requires a gap wide enough that holes do not conduct. With a valence band that mirrors the conduction band, the Seebeck coefficient and the Peltier heat vanish when \(\mu\) reaches the middle of the gap. For the single band at \(\eta=-4\) the formula gives a removed fraction of \(36/38\), or 94.7%, in agreement with the full integrals. A narrow gap puts this value out of reach: with the mirror band and the gap of 0.15 eV used below, the middle of the gap at 300 K lies at \(\eta=-2.9\), and the removed fraction is 67% at \(\eta=0\), 65% at \(\eta=-1\) and 32% at \(\eta=-2\).

A metal is the opposite limit. Let \(\Sigma\propto\varepsilon^p\) and \(z=(\varepsilon-\mu)/k_BT\). Near the Fermi energy \(E_F\simeq\mu\), \(\Sigma\) is proportional to \(1+pz/\eta\) to first order. The function \(-df_0/dz\) is even, has unit area and has second moment \(\pi^2/3\). Up to a common factor and powers of \(k_BT\), \(L_0\), \(L_1\) and \(L_2\) are \(1\), \(p\pi^2/(3\eta)\) and \(\pi^2/3\). Thus

\[
\frac{K_{12}K_{21}}{K_{11}K_{22}}=\frac{L_1^2}{L_0L_2}\simeq\frac{\pi^2p^2}{3}\left(\frac{k_BT}{E_F}\right)^2 .
\]

For \(E_F=5\) eV at 300 K and a constant relaxation time, which means \(p=3/2\), the fraction is 0.020%. Electrons just above and just below \(\mu\) conduct almost equally well, so the thermal current has almost no net charge even in a shorted metal. The distinction between \(K_{22}\) and \(\kappa\) is negligible in such a metal. It is larger in an alloy with a large Seebeck coefficient: 40 µV/K with the metallic Lorenz number gives a fraction of 6%. For the acoustic-phonon model the removed fraction falls from 72% at \(\eta=0\) to 18% at \(\eta=4\) and 5.1% at \(\eta=8\), while the Lorenz number rises from 2.17 to 3.13 in units of \((k_B/e)^2\), towards the metallic value \(\pi^2/3\).

Thermoelectric semiconductors lie between these limits. Take rough values in the regime of n-type bismuth telluride at 300 K: six valleys of mass 0.3 electron masses, a mean free path of 10 nm and \(3\times10^{19}\) electrons per cm³. The density fixes \(\eta=0.6145\) through \(n=N_v(2mk_BT)^{3/2}F_{1/2}(\eta)/(2\pi^2)\), and the conductivity is 1051 S/cm. The mean energy of the conducting electrons is 66.79 meV above the band edge. With \(k_BT=25.85\) meV this is \(\langle x\rangle=2.584\), and since \(k_B/e=86.17\) µV/K,

\[
S=-86.17\,(2.584-0.6145)\ \mu\mathrm{V/K}=-169.7\ \mu\mathrm{V/K}.
\]

The removed part is

\[
TS^2\sigma=300\times(1.697\times10^{-4})^2\times1.051\times10^5
=0.908\ \mathrm{W/(m\,K)} .
\]

The shorted value is \(K_{22}=1.437\) W/(m K), so \(\kappa=1.437-0.908=0.529\) W/(m K). Opening the circuit removes 63% of the electronic heat conduction. The Lorenz number gives the same result from the variance: \(2.258\,(k_B/e)^2\sigma T=0.529\) W/(m K).

These expressions were tested by a calculation that does not expand the distribution in the gradients. An electron arriving at \(x=0\) with direction cosine \(c\) was last scattered a distance \(s\lambda\) back, with probability density \(e^{-s}\), and it carries the occupation of that place:

\[
f=\int_0^\infty ds\,e^{-s}f_0\big(\varepsilon;\mu(-cs\lambda),T(-cs\lambda)\big).
\]

To first order this reproduces \(\delta f\), because \(\int_0^\infty se^{-s}ds=1\). With a temperature change of 0.03 K per mean free path, the gradient of \(\mu\) was adjusted until the particle current vanished, and the energy current was then computed. It gave \(\kappa=0.5287\) W/(m K), equal to the formula within one part in \(10^5\). The four coefficients and the Peltier difference between the shorted and open cases agreed to the same accuracy. The spectral current reversed once, at \(\langle\varepsilon\rangle\) within 0.5%. This tests the linearization, the signs and the elimination; it shares the assumption of a single relaxation time at each energy.

Consider a leg 1 mm long with a temperature difference of 20 K, so that the gradient is \(2\times10^4\) K/m. Open, it shows 3.39 mV and conducts 1.06 W/cm² through its electrons. Shorted, it carries 35.7 A/cm² and conducts 2.87 W/cm²; the difference, 1.82 W/cm², is the Peltier heat. The open leg is not at rest inside: 10.5 A/cm² of hot electrons flow down the gradient and an equal current of colder ones returns. Dividing the heat flux by this current gives

\[
\frac{1.06\ \mathrm{W/cm^2}}{10.5\ \mathrm{A/cm^2}}\simeq0.10\ \mathrm{V},
\]

so the mean energies of the two streams differ by about 0.10 eV, roughly four times \(k_BT\).

A working generator lies between open and shorted. Let the load resistance be \(r\) times the leg resistance, and let the return lead have negligible resistance and Seebeck coefficient. The thermoelectric voltage then drives a current \(1/(1+r)\) times the short-circuit current, and \(Q=\Pi J+\kappa(-\nabla T)\) becomes

\[
Q=\left[\kappa+\frac{TS^2\sigma}{1+r}\right](-\nabla T).
\]

For \(r=1\) the electronic coefficient is \(0.529+0.454=0.983\) W/(m K). This expression omits the terms of second order in the gradient, which are Joule heat and the change of the Peltier heat along the leg. In the shorted leg the total Joule heat per unit area, \(J^2\times(\text{length})/\sigma\), is 4.2% of the conducted electronic heat, so linear response is adequate at 20 K. At a fixed length both the current and the conducted heat grow in proportion to the temperature difference, so this ratio grows in proportion to it as well.

The lattice conducts in parallel and, if drag between electrons and phonons is neglected, is untouched by the electrical connection. With a rough lattice conductivity of 1.2 W/(m K), the totals are 1.73 W/(m K) open and 2.64 W/(m K) shorted. Their ratio is 1.53. It equals \(1+TS^2\sigma/\kappa_{\rm tot}\), where \(\kappa_{\rm tot}\) is the open-circuit total, so the heat through the leg changes by a factor of one plus the thermoelectric figure of merit. Heat conducted by the external connection is not included. By the Wiedemann-Franz law, a metal wire that spans the same temperature difference with a tenth of the leg's resistance conducts about 4.5 times as much heat as the open leg with its lattice included, so the shorted value is hard to measure directly. The temperature varies little on the scale on which electrons scatter, 0.2 mK per mean free path, and \(\kappa\) changes from 0.537 to 0.521 W/(m K) between 290 and 310 K at fixed density, with the free path taken as proportional to \(1/T\). A leg only a few free paths long would need a different treatment, because a local conductivity then loses its meaning.

Holes add a second way to carry heat without net charge. If electrons and holes conduct in parallel at the same \(\mu\) and \(T\), their coefficients add: \(K_{11}=\sigma_e+\sigma_h\), \(K_{12}=\sigma_eS_e+\sigma_hS_h\), and \(K_{22}\) is the sum of \(\kappa_i+T\sigma_iS_i^2\). Eliminating the field gives

\[
\kappa=\kappa_e+\kappa_h+T\left[\sigma_eS_e^2+\sigma_hS_h^2-\frac{(\sigma_eS_e+\sigma_hS_h)^2}{\sigma_e+\sigma_h}\right].
\]

Over the common denominator the squared terms \(\sigma_e^2S_e^2\) and \(\sigma_h^2S_h^2\) cancel, and what remains is

\[
\kappa=\kappa_e+\kappa_h+T\,\frac{\sigma_e\sigma_h}{\sigma_e+\sigma_h}(S_e-S_h)^2 .
\]

The last term is the two-energy result in another form. Electrons and holes drift to the cold end together, their charges cancel, and the open circuit does not stop them. Since \(S_e\) and \(S_h\) have opposite signs, the squared difference is large. For a rough gap of 0.15 eV, a valence band that mirrors the conduction band and a fixed donor density, this bipolar term is 0.04 W/(m K) at 300 K and 0.52 W/(m K) at 450 K. The total electronic conductivity at 450 K is then 0.99 W/(m K), against 0.44 W/(m K) without holes. These values take parabolic bands, a fixed gap and a free path proportional to \(1/T\), and they show only the order of magnitude: the bipolar term at 450 K becomes 0.78 W/(m K) with a fixed path of 10 nm, 0.67 W/(m K) with a gap of 0.135 eV, and 0.32 W/(m K) with the nonparabolic bands described next.

Set beside the real material, a conductivity near 1000 S/cm, a Seebeck coefficient of somewhat under 200 µV/K in magnitude and a lattice conductivity near 1 W/(m K) are of the usual size for doped n-type bismuth telluride. The parabolic band is an insecure assumption, because the mean energy of 67 meV is not small beside the gap. Let the band obey \(\varepsilon(1+\varepsilon/E_g)=k^2/2m\), with gap \(E_g\), and let the scattering rate remain proportional to the density of states. At the same density, edge mass and band-edge free path, \(\kappa\) falls from 0.53 to 0.10 W/(m K), and the removed fraction rises to 73%. Most of this fivefold change is a lower conductivity, which falls by a factor of 3.5 to 296 S/cm: the transport function is multiplied by \((1+\varepsilon/E_g)/(1+2\varepsilon/E_g)^2\), which is below one at every energy above the edge, and the larger density of states lowers \(\mu\) at the same electron density, which reduces the conductivity further. The rest is a smaller Lorenz number, 1.55 instead of 2.26 in units of \((k_B/e)^2\). A longer free path that restored 1051 S/cm would give 0.36 W/(m K), so the value 0.10 W/(m K) is not a prediction for a sample of that conductivity.

When the conductivity has been measured, it is safer to use it and ask how the Lorenz number depends on scattering. In the parabolic band, at fixed \(\eta\) and fixed conductivity, a constant relaxation time gives 0.61 W/(m K), and scattering by ionized impurities with \(\Sigma\propto\varepsilon^3\) gives 0.90 W/(m K), against 0.53 W/(m K) for acoustic phonons. These laws spread the conducting electrons over a wider range of energy. They also raise the mean energy, and with it the magnitude of the Seebeck coefficient at this \(\eta\), to 208 and 320 µV/K. The second value is far above that of the real material, so 0.90 W/(m K) shows the effect of the scattering law and is not an estimate for a sample. The crystal is also anisotropic. If the valleys are ellipsoidal and the relaxation time depends on energy alone, changing the axis scales all four coefficients equally, and the removed fraction is unchanged. With the computed value taken as in-plane and a rough conductivity ratio of 4, the cross-plane \(\kappa\) is 0.13 W/(m K). The numerical output lists the inputs and most of the values used here.

## Computed results

```
Inputs (rough, n-type bismuth telluride regime)
valleys: 6
valley mass: 0.3 electron masses
temperature: 300 K
mean free path at 300 K: 10 nm
electron density: 3e+19 cm^-3
leg length: 1 mm
temperature difference: 20 K
Coefficients at 300 K
kB T: 25.85 meV
eta = mu/kBT: 0.6145
conductivity K11: 1051 S/cm
mobility: 218.7 cm^2/(V s)
Seebeck coefficient: -169.7 uV/K
K12: -17.84 A/(m K)
K21: -5351 A/m
K22: 1.437 W/(m K)
removed K12 K21/K11: 0.908 W/(m K)
open-circuit kappa: 0.5287 W/(m K)
kappa from free paths: 0.5287 W/(m K)
removed fraction of K22: 63.2 %
Lorenz number: 2.258 (kB/e)^2
turning energy above band edge: 66.79 meV
Leg
open voltage magnitude: 3.394 mV
short-circuit current: 35.67 A/cm^2
heat flux, shorted: 2.873 W/cm^2
heat flux, open: 1.057 W/cm^2
Peltier heat flux removed: 1.816 W/cm^2
one-way counterflow, open: 10.51 A/cm^2
Removed fraction of K22 against eta
eta -4: removed 94.74 %, Lorenz 2.005 (kB/e)^2
eta 0: removed 72.17 %, Lorenz 2.172 (kB/e)^2
eta 4: removed 18.18 %, Lorenz 2.821 (kB/e)^2
eta 8: removed 5.12 %, Lorenz 3.125 (kB/e)^2
metal Fermi energy (constant tau): 5 eV
metal removed fraction: 0.01978 %
Neglected effects
lattice conductivity (rough input): 1.2 W/(m K)
Joule / conducted heat, shorted: 4.213 %
gap (rough input): 0.15 eV
kappa with holes, 300 K: 0.5694 W/(m K)
bipolar part, 300 K: 0.03927 W/(m K)
kappa without holes, 450 K: 0.4368 W/(m K)
kappa with holes, 450 K: 0.9866 W/(m K)
bipolar part, 450 K: 0.5183 W/(m K)
kappa, nonparabolic band: 0.1026 W/(m K)
removed fraction, nonparabolic: 72.94 %
kappa, constant tau, same K11: 0.6135 W/(m K)
kappa, ionized impurities, same K11: 0.9047 W/(m K)
conductivity anisotropy (rough input): 4
cross-plane kappa: 0.1322 W/(m K)
kappa at 290 K: 0.537 W/(m K)
kappa at 310 K: 0.5207 W/(m K)
temperature change per free path: 0.2 mK
```
